# Conduction valleys of silicon and germanium under [111] stress: verification in Python

```python
"""
Result under test: stress s along [111] (tension positive) shifts all six Delta
valleys equally, but splits the four L valleys into one and three, with
    E(singlet) - E(triplet) = 4 Xi_u s / (9 C44).
Linear law: shift = Xi_d Tr(strain) + Xi_u k.strain.k, k = unit valley vector.
Xi_d, Xi_u: deformation potentials (eV); C11, C12, C44: elastic constants (GPa).
Independent road: plane-wave diagonalization of a local empirical
pseudopotential on the strained diamond lattice, with sublattice displacement.
All material parameters are rough typical values. Energies eV, lengths angstrom.
Wavevectors in the pseudopotential part are in units of 2 pi / a.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigvalsh, eigh_tridiagonal
from scipy.optimize import brentq, minimize, minimize_scalar
from scipy.special import ai_zeros

KINETIC = const.hbar**2 / (2 * const.m_e) / const.e * 1e20  # eV angstrom^2
KB = const.k / const.e
IDENTITY = np.eye(3)
MATERIALS = {
    "Si": dict(a=5.43, form=(-2.86, 0.54, 1.09), C=(166.0, 64.0, 80.0),
               xi_u=9.0, ml=0.92, mt=0.19),
    "Ge": dict(a=5.66, form=(-3.13, 0.14, 0.82), C=(129.0, 48.0, 67.0),
               xi_u=16.0, ml=1.6, mt=0.08),
}
ZETA = 0.5  # internal displacement parameter
DELTA = np.vstack([IDENTITY, -IDENTITY])
ELL = np.array([[1, 1, 1], [-1, 1, 1], [1, -1, 1], [1, 1, -1]], float)
D111 = np.array([1.0, 1.0, 1.0])
D001 = np.array([0.0, 0.0, 1.0])
G_ALL = np.array([g for g in itertools.product(range(-6, 7), repeat=3)
                  if len({n % 2 for n in g}) == 1], float)


def hooke_strain(direction, stress, elastic):
    """Strain tensor from solving the full six-component Hooke equations."""
    c11, c12, c44 = elastic
    n = direction / np.linalg.norm(direction)
    t = stress * np.outer(n, n)
    stiffness = np.zeros((6, 6))
    stiffness[:3, :3] = c12
    stiffness[range(3), range(3)] = c11
    stiffness[range(3, 6), range(3, 6)] = c44
    v = np.linalg.solve(stiffness, [t[0, 0], t[1, 1], t[2, 2],
                                    t[1, 2], t[0, 2], t[0, 1]])
    return np.array([[v[0], v[5] / 2, v[4] / 2],
                     [v[5] / 2, v[1], v[3] / 2],
                     [v[4] / 2, v[3] / 2, v[2]]])


def linear_shift(xi_d, xi_u, valley, strain):
    k = valley / np.linalg.norm(valley)
    return xi_d * np.trace(strain) + xi_u * (k @ strain @ k)


def conduction_band(material, k_ref, strain):
    """Return E(k) of the fifth band; k moves with the strained lattice."""
    inverse = np.linalg.inv(IDENTITY + strain)
    g = G_ALL[np.sum((G_ALL + k_ref)**2, axis=1) < 20.1]
    difference = g[:, None, :] - g[None, :, :]
    q = difference @ inverse
    x = np.sum(q**2, axis=2)
    v3, v8, v11 = material["form"]
    slope = (v8 - v3) / 5
    bend = ((v11 - v8) / 3 - slope) / 8
    form = v3 + slope * (x - 3) + bend * (x - 3) * (x - 8)
    form *= 0.5 * (1 - np.tanh((x - 13.5) / 0.5))
    shear = np.array([strain[1, 2], strain[0, 2], strain[0, 1]])
    phase = np.pi / 4 * difference.sum(axis=2) - np.pi * ZETA / 2 * (q @ shear)
    potential = form * np.cos(phase) / np.linalg.det(IDENTITY + strain)
    np.fill_diagonal(potential, 0.0)
    unit = KINETIC * (2 * np.pi / material["a"])**2

    def energy(k):
        kinetic = unit * np.sum(((g + k) @ inverse)**2, axis=1)
        return eigvalsh(potential + np.diag(kinetic))[4]
    return energy


def strain_derivative(material, k_ref, k, strain):
    """First-order energy change for the given strain, by central difference."""
    scale = 1e-4 / np.max(np.abs(strain))
    up = conduction_band(material, k_ref, scale * strain)(k)
    down = conduction_band(material, k_ref, -scale * strain)(k)
    return (up - down) / (2 * scale)


si, ge = MATERIALS["Si"], MATERIALS["Ge"]
stress = -1.0     # GPa, compression
temperature = 300.0
kt = KB * temperature

# Hooke's law: full solution against the closed forms for [111] stress
strains = {}
for name, m in MATERIALS.items():
    c11, c12, c44 = m["C"]
    strains[name] = hooke_strain(D111, stress, m["C"])
    normal = stress / (3 * (c11 + 2 * c12))
    shear = stress / (6 * c44)
    expected = np.full((3, 3), shear) + (normal - shear) * IDENTITY
    assert np.allclose(strains[name], expected, rtol=1e-12, atol=1e-15)

# Unstrained silicon minimum on the Delta axis
band0 = conduction_band(si, 0.85 * IDENTITY[0], np.zeros((3, 3)))
search = minimize_scalar(lambda k: band0(k * IDENTITY[0]), bounds=(0.6, 0.99),
                         method="bounded", options={"xatol": 1e-9})
k0, si_edge = search.x, search.fun
assert 0.65 < k0 < 0.97

# Two simple strains fix the two constants of each kind of valley
strain_zz = np.diag([0.0, 0.0, 1.0])
strain_xy = np.array([[0.0, 1, 0], [1, 0, 0], [0, 0, 0]])


def si_slope(v, strain):
    return strain_derivative(si, 0.85 * v, k0 * v, strain)


def ge_slope(v, strain):
    return strain_derivative(ge, v / 2, v / 2, strain)


si_d = si_slope(IDENTITY[0], strain_zz)
si_u = si_slope(IDENTITY[2], strain_zz) - si_d
ge_u = 1.5 * ge_slope(ELL[0], strain_xy)
ge_d = ge_slope(ELL[0], strain_zz) - ge_u / 3

# A general strain tests the linear law in every valley
general = np.array([[0.7, 0.3, -0.5], [0.3, -0.4, 0.8], [-0.5, 0.8, 0.2]])
law_error = 0.0
for valleys, slope, xd, xu in ((DELTA, si_slope, si_d, si_u),
                               (ELL, ge_slope, ge_d, ge_u)):
    for v in valleys:
        error = abs(slope(v, general) - linear_shift(xd, xu, v, general))
        law_error = max(law_error, error)
assert law_error < 5e-3  # cubic finite-difference error, eV per unit strain

# [111] stress: diagonalized slopes against the closed formulas
si_111 = np.array([si_slope(v, strains["Si"]) for v in DELTA])
ge_111 = np.array([ge_slope(v, strains["Ge"]) for v in ELL])
si_common = stress * (si_d + si_u / 3) / (si["C"][0] + 2 * si["C"][1])
ge_mean = stress * (ge_d + ge_u / 3) / (ge["C"][0] + 2 * ge["C"][1])
ge_single = ge_mean + ge_u * stress / (3 * ge["C"][2])
ge_triple = ge_mean - ge_u * stress / (9 * ge["C"][2])
assert np.max(np.abs(si_111 - si_common)) < 2e-5
assert abs(ge_111[0] - ge_single) < 2e-5
assert np.max(np.abs(ge_111[1:] - ge_triple)) < 2e-5
ge_model_split = ge_111[0] - ge_111[1:].mean()
assert abs(ge_model_split) > 1e-3

# [001] stress as control: Delta splits, L does not
si_strain_001 = hooke_strain(D001, stress, si["C"])
ge_strain_001 = hooke_strain(D001, stress, ge["C"])
si_001 = np.array([si_slope(v, si_strain_001) for v in DELTA])
ge_001 = np.array([ge_slope(v, ge_strain_001) for v in ELL])
control = si_u * stress / (si["C"][0] - si["C"][1])
assert abs(si_001[2] - si_001[0] - control) < 2e-5
assert abs(control) > 1e-3 and np.ptp(ge_001) < 1e-7

# Finite stress: search each silicon minimum in three dimensions
minima = []
for v in DELTA:
    energy = conduction_band(si, 0.85 * v, strains["Si"])
    start = k0 * v
    simplex = np.vstack([start, start + 0.01 * IDENTITY])
    found = minimize(energy, start, method="Nelder-Mead",
                     options={"initial_simplex": simplex, "xatol": 1e-5,
                              "fatol": 1e-9, "maxiter": 400})
    assert found.success
    minima.append(found.fun)
si_spread = np.ptp(minima)
assert si_spread < 1e-6
si_nonlinear = np.mean(minima) - si_edge - si_common
ge_finite = np.array([conduction_band(ge, v / 2, strains["Ge"])(v / 2)
                      for v in ELL])
assert np.ptp(ge_finite[1:]) < 1e-9
ge_nonlinear = ge_finite[0] - ge_finite[1:].mean() - ge_model_split

# Worked example with the rough deformation potentials
single = ge["xi_u"] * stress / (3 * ge["C"][2])
triple = -ge["xi_u"] * stress / (9 * ge["C"][2])
split = 4 * ge["xi_u"] * stress / (9 * ge["C"][2])
direct = [linear_shift(0.0, ge["xi_u"], v, strains["Ge"]) for v in ELL]
assert np.allclose(np.array(direct) - np.mean(direct),
                   [single, triple, triple, triple], atol=1e-12)
assert abs(direct[0] - direct[1] - split) < 1e-12
si_split_001 = si["xi_u"] * stress / (si["C"][0] - si["C"][1])

# Population of the singlet, without and with carrier degeneracy
fraction = 1 / (1 + 3 * np.exp(split / kt))
fraction_tension = 1 / (1 + 3 * np.exp(-split / kt))
ge_dos_mass = (ge["ml"] * ge["mt"]**2)**(1 / 3)
valley_density = 2e-6 * (2 * np.pi * ge_dos_mass * const.m_e * const.k
                         * temperature / const.h**2)**1.5


def fermi_half(eta):
    upper = max(eta, 0.0) + 50.0
    # x = y^2 removes the square-root endpoint
    value = quad(lambda y: 2 * y * y / (1 + np.exp(y * y - eta)),
                 0, np.sqrt(upper), limit=200, epsabs=0, epsrel=1e-9)[0]
    return 2 / np.sqrt(np.pi) * value


def singlet_fraction(density, gap):
    def total(eta):
        return fermi_half(eta) + 3 * fermi_half(eta - gap / kt)
    eta = brentq(lambda e: np.log(valley_density * total(e) / density), -30, 20)
    return fermi_half(eta) / total(eta)


assert abs(singlet_fraction(1e12, -split) - fraction) < 1e-5
assert abs(singlet_fraction(1e12, split) - fraction_tension) < 1e-5
density = 1e18
fraction_fermi = singlet_fraction(density, -split)

# Stress tilted by one degree from [111] towards [001]
tilt = np.radians(1.0)
axis = D111 / np.sqrt(3)
side = D001 - (D001 @ axis) * axis
side /= np.linalg.norm(side)
tilted = hooke_strain(np.cos(tilt) * axis + np.sin(tilt) * side,
                      stress, si["C"])
si_tilt = np.ptp([linear_shift(0.0, si["xi_u"], v, tilted) for v in DELTA])

# Surface confinement in a triangular well
airy_zero = -ai_zeros(1)[0][0]


def well_energy(mass, field):  # field in MV/cm
    force = field * 1e-2       # eV/angstrom
    return airy_zero * (KINETIC / mass * force**2)**(1 / 3)


def surface_mass(m, valley, normal):
    k = valley / np.linalg.norm(valley)
    n = normal / np.linalg.norm(normal)
    inverse = IDENTITY / m["mt"] + np.outer(k, k) * (1 / m["ml"] - 1 / m["mt"])
    return 1 / (n @ inverse @ n)


def well_split(m, heavy, light, normal, field):
    return (well_energy(surface_mass(m, light, normal), field)
            - well_energy(surface_mass(m, heavy, normal), field))


test_force = 0.5e-2
length = (KINETIC / si["ml"] / test_force)**(1 / 3)
step = 15 * length / 2001
z = step * np.arange(1, 2001)
hop = KINETIC / si["ml"] / step**2
numeric = eigh_tridiagonal(2 * hop + test_force * z, -hop * np.ones(1999),
                           eigvals_only=True, select="i",
                           select_range=(0, 0))[0]
assert abs(numeric / well_energy(si["ml"], 0.5) - 1) < 1e-4

next_valley_gap = 0.14  # eV, rough unstrained Gamma-L distance in germanium

print(f"stress along [111] = {stress:.1f} GPa (minus: compression)")
print(f"temperature = {temperature:.0f} K, kT = {kt:.4f} eV")
for name, m in MATERIALS.items():
    print(f"{name} rough C11, C12, C44 =", *m["C"], "GPa")
    print(f"{name} rough Xi_u = {m['xi_u']:.1f} eV")
    print(f"{name} normal strain = {strains[name][0, 0]:.6f} (no unit)")
    print(f"{name} tensor shear strain = {strains[name][0, 1]:.6f} (no unit)")
print("Si Delta splitting, [111] stress, linear law = "
      f"{np.ptp([linear_shift(0, si['xi_u'], v, strains['Si']) for v in DELTA]):.4f} eV")
print(f"Si E(z) - E(x,y), [001] stress = {si_split_001:.4f} eV")
print(f"Ge singlet offset from mean = {single:.4f} eV")
print(f"Ge triplet offset from mean = {triple:.4f} eV")
print(f"Ge singlet minus triplet = {split:.4f} eV")
print(f"Ge splitting size as temperature = {abs(split) / KB:.0f} K")
print(f"Ge singlet fraction, no stress = {1 / len(ELL):.3f}")
print(f"Ge singlet fraction, compression = {fraction:.3f}")
print(f"Ge singlet fraction, equal tension = {fraction_tension:.4f}")
print("-- pseudopotential test model --")
for name, m in MATERIALS.items():
    print(f"{name} lattice constant = {m['a']:.2f} angstrom")
    print(f"{name} form factors (3, 8, 11) =", *m["form"], "eV")
print(f"internal displacement parameter = {ZETA:.1f} (no unit)")
print(f"Si minimum position = {k0:.3f} (2 pi/a)")
print(f"model Xi_u: Si Delta = {si_u:.2f} eV, Ge L = {ge_u:.2f} eV")
print(f"largest linear-law error = {law_error:.1e} eV per unit strain")
print(f"Si six-valley spread at full stress = {si_spread:.1e} eV")
print(f"Ge model singlet minus triplet, linear = {ge_model_split:.4f} eV")
print(f"Ge model L spread, [001] stress = {np.ptp(ge_001):.1e} eV")
print("-- sizes of neglected effects --")
print(f"Si common nonlinear shift (model) = {si_nonlinear:.5f} eV")
print(f"Ge nonlinear change of splitting (model) = {ge_nonlinear:.5f} eV")
print(f"Si splitting from 1 degree stress tilt = {si_tilt:.4f} eV")
print(f"Ge electron density for degeneracy test = {density:.0e} cm^-3")
print(f"Ge singlet fraction with Fermi statistics = {fraction_fermi:.3f}")
print(f"Ge rough unstrained Gamma-L distance = {next_valley_gap:.2f} eV")
print("Ge Gamma above singlet, no hydrostatic shift = "
      f"{next_valley_gap - single:.3f} eV")
for name, m in MATERIALS.items():
    print(f"{name} rough masses ml, mt = {m['ml']:.2f}, {m['mt']:.2f} m_e")
for field in (0.1, 0.5):
    si_well = well_split(si, IDENTITY[2], IDENTITY[0], D001, field)
    ge_well = well_split(ge, ELL[0], ELL[1], D111, field)
    print(f"surface field = {field:.1f} MV/cm")
    print(f"  Si (001) confinement splitting = {si_well:.3f} eV")
    print(f"  Ge (111) confinement splitting = {ge_well:.3f} eV")
print("checks complete")
```

Printed output:

```
stress along [111] = -1.0 GPa (minus: compression)
temperature = 300 K, kT = 0.0259 eV
Si rough C11, C12, C44 = 166.0 64.0 80.0 GPa
Si rough Xi_u = 9.0 eV
Si normal strain = -0.001134 (no unit)
Si tensor shear strain = -0.002083 (no unit)
Ge rough C11, C12, C44 = 129.0 48.0 67.0 GPa
Ge rough Xi_u = 16.0 eV
Ge normal strain = -0.001481 (no unit)
Ge tensor shear strain = -0.002488 (no unit)
Si Delta splitting, [111] stress, linear law = 0.0000 eV
Si E(z) - E(x,y), [001] stress = -0.0882 eV
Ge singlet offset from mean = -0.0796 eV
Ge triplet offset from mean = 0.0265 eV
Ge singlet minus triplet = -0.1061 eV
Ge splitting size as temperature = 1232 K
Ge singlet fraction, no stress = 0.250
Ge singlet fraction, compression = 0.953
Ge singlet fraction, equal tension = 0.0055
-- pseudopotential test model --
Si lattice constant = 5.43 angstrom
Si form factors (3, 8, 11) = -2.86 0.54 1.09 eV
Ge lattice constant = 5.66 angstrom
Ge form factors (3, 8, 11) = -3.13 0.14 0.82 eV
internal displacement parameter = 0.5 (no unit)
Si minimum position = 0.854 (2 pi/a)
model Xi_u: Si Delta = 10.37 eV, Ge L = 15.03 eV
largest linear-law error = 2.7e-05 eV per unit strain
Si six-valley spread at full stress = 3.5e-12 eV
Ge model singlet minus triplet, linear = -0.0997 eV
Ge model L spread, [001] stress = 1.0e-11 eV
-- sizes of neglected effects --
Si common nonlinear shift (model) = -0.00176 eV
Ge nonlinear change of splitting (model) = 0.00000 eV
Si splitting from 1 degree stress tilt = 0.0022 eV
Ge electron density for degeneracy test = 1e+18 cm^-3
Ge singlet fraction with Fermi statistics = 0.947
Ge rough unstrained Gamma-L distance = 0.14 eV
Ge Gamma above singlet, no hydrostatic shift = 0.220 eV
Si rough masses ml, mt = 0.92, 0.19 m_e
Ge rough masses ml, mt = 1.60, 0.08 m_e
surface field = 0.1 MV/cm
  Si (001) confinement splitting = 0.026 eV
  Ge (111) confinement splitting = 0.050 eV
surface field = 0.5 MV/cm
  Si (001) confinement splitting = 0.076 eV
  Ge (111) confinement splitting = 0.147 eV
checks complete
```
